Why time reversal forbids detuning of opposite silicon valleys

Q: An antimony donor sits in silicon, pushed slightly off its lattice site, in surroundings with no symmetry at all. Its electron can be built from the conduction valley at +k₀ or from the one at −k₀. Why should these two states have the same energy? I would expect a lopsided perturbation to favour one of them.

A: What matters is how the two states are related. Leave spin aside and write the state of the first valley as

ψ₊(r) = F(r) u(r) exp(ik₀·r),

where u is the lattice-periodic part of the Bloch function at k₀ and F is the slowly varying envelope. Let K be complex conjugation of a wave function of position. For a particle without spin this is time reversal: it leaves r unchanged and reverses p = −i∇ (ħ = 1). The state to compare with ψ₊ is

ψ₋ = Kψ₊ = F*(r) u*(r) exp(−ik₀·r).

Q: You have defined ψ₋ to suit yourself. Is it really the donor state of the other valley?

A: It is, under conditions that can be named. Without spin-orbit coupling and magnetic field the crystal Hamiltonian is real. Conjugating its eigenvalue equation at k₀ therefore gives an eigenfunction with the same energy and wave vector −k₀. The lowest conduction band is not degenerate there, apart from spin, so this function is the Bloch function at −k₀ up to a constant phase.

Since E(−k) = E(k), the effective masses of the two valleys agree, and so do their envelope equations. The 1s envelope is the nondegenerate ground state of a real equation and can be chosen real, so both valleys share the same F.

For excited envelopes more care is needed. A 2p envelope proportional to x + iy in valley +k₀ has as its partner x − iy in valley −k₀. What follows compares those two, and says nothing about x + iy in both valleys.

Q: Now bring in the perturbation. What exactly do you assume about V?

A: Three things: it is Hermitian, it does not act on spin, and it is invariant under time reversal. It need not be local, so write

(Vf)(r) = ∫ V(r,r′) f(r′) d³r′.

For an electron with spin, time reversal is T = iσ_y K. If V does not act on spin, the factor iσ_y passes through it, and TVT⁻¹ = V reduces to KVK⁻¹ = V. Acting on any f,

(KVK⁻¹f)(r) = [∫ V(r,r′) f*(r′) d³r′]* = ∫ V*(r,r′) f(r′) d³r′.

The kernel must therefore be real. Hermiticity, V(r,r′) = V*(r′,r), then makes it symmetric. No spatial symmetry has been assumed.

Q: And the energies?

A: One property of K is needed first. For any two functions a and b,

⟨Ka|Kb⟩ = ∫ (a*)* b* d³r = ∫ a b* d³r = ⟨a|b⟩*.

The diagonal element in the second valley is then

⟨ψ₋|V|ψ₋⟩ = ⟨Kψ₊|VKψ₊⟩
= ⟨Kψ₊|K(Vψ₊)⟩, because VK = KV,
= ⟨ψ₊|Vψ₊⟩*, by the property above,
= ⟨ψ₊|V|ψ₊⟩, because V is Hermitian and the element is real.

Call the common value ε. For a local potential this is plain to see: |ψ₋|² = |ψ₊|² at every point, so a lopsided potential meets the same charge density in both valleys. The proof extends this to nonlocal potentials, where the density alone does not fix the energy.

Q: The same argument might remove the off-diagonal element too. Then V would do nothing to the pair.

A: It does not. That element is

Δ = ⟨ψ₊|V|ψ₋⟩ = ∫∫ ψ₊*(r) V(r,r′) ψ₊*(r′) d³r d³r′.

Exchanging r and r′ returns the same expression, so the symmetry of V gives no condition on Δ, which is in general a complex number. With ⟨ψ₋|V|ψ₊⟩ = Δ*, the matrix in the order (ψ₊, ψ₋) is

V = [[ε, Δ], [Δ*, ε]] = ε·1 + Re Δ τₓ − Im Δ τ_y.

The Pauli matrices τ act on the valley index. A detuning would be a term in τ_z, and it is absent.

Q: So V can only mix the two valleys?

A: That wording is too narrow. V also shifts both together, by ε. It can couple them to the other four valleys, and it can give the ±x pair a different energy from the ±z pair, as strain does. What it cannot do is separate the diagonal energies within one pair.

Q: What are the eigenstates?

A: Treat the pair as orthonormal for the moment and set Δ = |Δ| exp(iφ). The condition (ε − E)² − |Δ|² = 0 gives

E = ε ± |Δ|.

For the lower level try (ψ₊ + ηψ₋)/√2. The first row requires ε + Δη = ε − |Δ|, hence η = −exp(−iφ). The second row gives Δ* + εη = η(ε + Δ*/η), and Δ*/η = −|Δ|, as it should. Since |η| = 1, each valley has weight one half.

The phase φ depends on convention. If ψ₊ is multiplied by exp(iα), ψ₋ is multiplied by exp(−iα) and Δ by exp(−2iα). One may choose α so that Δ is negative. The lower state is then (ψ₊ + ψ₊*)/√2 = √2 Re ψ₊, a standing wave, and the upper one is √2 Im ψ₊.

If Δ = 0 the levels coincide and any combination is an eigenstate, so the equal weights are no longer forced. The equality of the diagonal elements remains.

Q: Two functions made from different valleys need not be orthogonal in a finite donor. Could orthogonalizing them bring the detuning back?

A: No, and the reason is structural. Acting on c₊ψ₊ + c₋ψ₋, K gives c₊*ψ₋ + c₋*ψ₊. In coordinates, c becomes τₓc*. A matrix M respects time reversal when

τₓ M* τₓ = M.

Written out, this says M₂₂ = M₁₁* and M₂₁ = M₁₂*. If M is also Hermitian, M₁₁ is real and the diagonal elements are equal.

The overlap matrix S has this form, by the earlier argument with V replaced by the identity. Its positive inverse square root has it too: τₓ(S^(−1/2))*τₓ is a positive inverse square root of τₓS*τₓ = S, and there is only one such matrix. Products keep the form because τₓ² = 1:

τₓ(MN)*τₓ = (τₓM*τₓ)(τₓN*τₓ) = MN.

Hence S^(−1/2) V S^(−1/2), which is Hermitian, has equal diagonal elements. The same holds for the whole Hamiltonian H in place of V, so ψ₊ and ψ₋ need not be exact eigenstates of the unperturbed donor.

Q: This is still first-order theory. Coupling to other valleys and excited envelopes might detune the pair in second order.

A: Those states can be eliminated without expanding in V. Let P project on the space spanned by ψ₊ and ψ₋, and let Q = 1 − P. Split an eigenstate of H into parts p and q:

PHP p + PHQ q = E p,
QHP p + QHQ q = E q.

If E is not in the spectrum of QHQ, the second line gives q = (E − QHQ)⁻¹ QHP p. Inserting this in the first,

H_eff(E) p = E p,  H_eff(E) = PHP + PHQ (E − QHQ)⁻¹ QHP.

K maps the pair's space onto itself, and being antiunitary it does the same to the orthogonal complement. So K commutes with P and Q, and by assumption with H. As E is real, it also commutes with the inverse. Therefore H_eff(E) commutes with K, is Hermitian, and has equal diagonal elements. No order in V was singled out, so the result holds to all orders. It needs the total Hamiltonian to be invariant, not V alone.

Q: Show me a case where the equality could have failed.

A: Take tensile-strained silicon, where strain places the ±z valleys 200 meV below the other four. The Bloch functions come from an empirical pseudopotential with lattice constant a = 0.543 nm and 137 plane waves. With the origin at a bond midpoint and atoms at ±(a/8)(1,1,1), its Fourier components are form factors times cos[G·(1,1,1)a/8]. The form factors are −0.21, 0.04 and 0.08 Ry for |G|² = 3, 8 and 11 in units of (2π/a)², and zero otherwise. Minimizing the conduction band numerically along z gives k₀ = 0.853 × 2π/a = 9.87 nm⁻¹.

The Hamiltonian is diagonalized separately at +k₀ and −k₀, so the second Bloch function is not made by conjugating the first. The envelope, centred on the ion, is

F = exp(−ρ)/√(π a_t² a_l),  ρ² = (x² + y²)/a_t² + z²/a_l²,

with rough typical radii a_t = 2.5 nm and a_l = 1.4 nm. The ion is displaced from its site by (0.02, 0.01, 0.03) nm. No operation of the crystal except the identity leaves such a general position fixed, so spatial symmetry cannot supply the equality.

Q: What potential does the ion carry?

A: A Gaussian well and a nonlocal term. With r measured from the ion,

V = U exp(−r²/2w²) + D|b⟩⟨b|,  b = (s + p)/√2,

where U = −10 eV, D = 2 eV and w = 0.1 nm. The functions s and p are normalized Gaussian orbitals,

s = (πw²)^(−3/4) exp(−r²/2w²),  p = √2 (n·r/w) s,  n = (1,2,2)/3.

These are model values, not a fit to antimony. The energies below are matrix elements and levels within the chosen valley states. They illustrate the symmetry and do not predict donor levels, because the well is too strong for first-order theory. An estimate fixes the scale. The envelope density at the ion is 1/(π × 2.5² × 1.4) = 0.0364 nm⁻³, and the Gaussian has volume (2π)^(3/2) w³ = 0.01575 nm³. With the Bloch density replaced by its cell average of one, the well gives −10 eV × 0.01575 × 0.0364 = −5.7 meV.

The full matrix elements, summed on a grid of 36³ points in a cube of side 1.2 nm, are

valley +z: −4.434340 meV,
valley −z: −4.434340 meV.

The difference is 1.5 × 10⁻¹⁴ meV, which is rounding error. The extra digits serve this comparison and claim no such accuracy for the model: with 283 plane waves instead of 137, the diagonal energies of all three pairs move by 0.004 meV, |Δ| by 0.0005 meV, and the detunings and couplings computed further on by less than 0.001 meV. The choice of pseudopotential matters more: form factors of −0.224, 0.055 and 0.072 Ry move the diagonal energies by 0.06 meV and raise |Δ| by 0.04 meV. The ±x valleys both lie at −4.543 meV and the ±y valleys both at −4.424 meV, before strain is added. Different pairs are separated, but the members of each pair are not.

Q: And the mixing?

A: The coupling is |Δ| = 0.3455 meV. The levels are

−4.4343 − 0.3455 = −4.780 meV,
−4.4343 + 0.3455 = −4.089 meV,

split by 0.691 meV, with weights 0.500 and 0.500 in the lower one. At 4 K the thermal energy is 0.345 meV, so the upper level holds exp(−0.691/0.345) = 0.135 of the lower level's population. The electron is not confined to the lower level at that temperature.

One reason why the coupling is smaller than the common shift is that the well's part of Δ contains ψ₊*², which has the oscillating factor exp(−2ik₀·r). For a single plane wave and a constant envelope, the Gaussian well would give

|Δ|/|ε| = exp[−(2k₀w)²/2] = exp(−1.95) = 0.14.

The full calculation gives 0.3455/4.434 = 0.078. It also contains the Bloch structure and the nonlocal term. The well alone gives a shift of −4.737 meV and a coupling of 0.596 meV, a ratio of 0.126, near the estimate. The nonlocal term adds +0.303 meV to the shift and a coupling of magnitude 0.303 meV that largely opposes the well's, and this accounts for most of the drop to 0.078. In the plane-wave estimate, widening the well at fixed k₀ lowers the ratio |Δ|/|ε| rapidly, while the detuning is zero at every width.

Q: Then tell me what would detune the valleys. If nothing can, I suspect the definition.

A: A Hermitian perturbation W that is odd under time reversal, KWK⁻¹ = −W, does it whenever its mean value in ψ₊ is not zero. The earlier chain acquires one minus sign,

⟨ψ₋|W|ψ₋⟩ = −⟨ψ₊|W|ψ₊⟩.

Its off-diagonal element vanishes. To see this, put X = ⟨ψ₊|WKψ₊⟩ = −⟨ψ₊|K(Wψ₊)⟩. For any a and b, ⟨a|Kb⟩ = ∫ a*b* d³r = ⟨b|Ka⟩. With a = ψ₊ and b = Wψ₊,

⟨ψ₊|K(Wψ₊)⟩ = ⟨Wψ₊|Kψ₊⟩ = ⟨ψ₊|WKψ₊⟩ = X.

So X = −X = 0. Even perturbations supply 1, τₓ and τ_y, and odd ones supply τ_z.

For an example, replace b by (s + ip)/√2. Then

|b⟩⟨b| = ½(|s⟩⟨s| + |p⟩⟨p|) + (i/2)(|p⟩⟨s| − |s⟩⟨p|).

The operator is still Hermitian, but its last part is odd. The computed detuning, δ = E(+z) − E(−z), is −0.227 meV. The coupling becomes 0.483 meV, because the real cross terms |s⟩⟨p| + |p⟩⟨s| of the original projector have gone.

Q: How does that appear in the eigenstates?

A: With diagonal elements ε ± δ/2 the levels are

E = ε ± ½√(δ² + 4|Δ|²).

In the lower state the weight difference w₊ − w₋ is the mean value of τ_z, which equals the derivative of its energy with respect to δ/2:

w₊ − w₋ = −δ/√(δ² + 4|Δ|²) = 0.227/√(0.227² + 0.966²) = 0.229.

The weights are 0.614 and 0.386. In a nondegenerate level of the isolated pair, unequal weights are thus a sign that one of the assumptions has failed.

Q: Spin-orbit coupling is invariant under time reversal. Is it harmless?

A: It is invariant but depends on spin, so the reduction from T to K fails. Model it by (ζ/2) L·σ, with L acting on the ion's p orbitals. Each component of L is odd under K, so the result just found applies to it. In the pair,

(ζ/2) L·σ → (ζ/2) (⟨L⟩₊·σ) τ_z,

where ⟨L⟩₊ is the mean value in ψ₊. For spin along ⟨L⟩₊ the valleys are detuned by ζ|⟨L⟩₊|, and for the opposite spin by the same amount with reversed sign. Time reversal still equates (+,↑) with (−,↓), but no longer (+,↑) with (−,↑).

With ζ = 0.4 eV, a rough value for a heavy atom's p shell, and the p orbitals of width w used above, this detuning is 76 μeV. Combined with the original coupling, the splitting becomes

√(0.0756² + 0.691²) = 0.695 meV,

an increase of 0.6 percent. The weights are affected more: their difference is 0.0756/0.695 = 0.11.

This detuning exists because the ion is off its site. For an ion on its site, with the s and p orbitals entering V in a way that respects the site's symmetry, a half-turn about z maps valley +z to itself and reverses L_x and L_y. A mirror plane containing z also preserves the valley and reverses L_z. All three mean values then vanish.

Q: Can an allowed V detune two valleys if their envelopes differ?

A: Yes, since they are then not time-reversed partners. Keep V and valley +z fixed, and lengthen the −z envelope from 1.40 to 1.68 nm. The energy E(+z) − E(−z) becomes −0.684 meV. The lower density at the ion would by itself give −4.434 × (1 − 1/1.2) = −0.739 meV. The longer envelope also decays more slowly away from the ion, which offsets 0.055 meV of this. The invariant Hamiltonian of one donor does not produce such a pair of ground envelopes; here they were imposed.

Q: How near is your example to a real antimony donor?

A: The strain gap of 200 meV is roughly that of silicon grown on a relaxed alloy with about 30 percent germanium, and the radii are typical of shallow donors. The displacement, 0.037 nm in length, is artificial: an isolated antimony donor is substitutional.

The coupling to the other valleys is also unrealistic. In this model the four upper valleys lower the ground level by 0.0003 meV, which implies a total coupling of about √(0.0003 × 200) = 0.24 meV. In unstrained silicon the 1s levels of antimony spread over roughly 12 meV. For an on-site ion with coupling f between valleys on different axes, the symmetric state lies at ε + Δ + 4f and the doublet at ε + Δ − 2f, with phases chosen to make both couplings real. Their distance is 6|f|, so |f| is near 2 meV. Under strain, the symmetric state of the ±z pair couples to each of four valleys with √2 f, and moves down by about

4 × 2f²/200 meV = 8 × 2²/200 = 0.16 meV.

That is several hundred times the model's value, and not negligible beside the splitting of 0.69 meV.

Q: Which other omissions matter?

A: The envelope was held fixed, although an attractive ion draws it inward. In second order, admixture of the 2s envelope, taken 20 meV higher, lowers the ground level by 0.14 meV. At the ion the 2s amplitude is 1/√8 of the 1s amplitude, which reproduces this: (4.78/√8)²/20 = 0.143 meV. The same estimate for the upper level gives (4.09/√8)²/20 = 0.105 meV. The ion also lowers the 1s levels more than the 2s levels, which widens the gap between them to about 24 meV. With that gap the two shifts become 0.12 and 0.09 meV, so this admixture alone widens the splitting by about 0.03 meV.

Higher envelopes and other bands were left out, and for this well their effect cannot be assumed small. Its depth of 10 eV exceeds ħ²/(mw²) = 7.6 eV, the kinetic energy scale of a free electron confined to the width w. The equality of the diagonal elements survives, because it rests on symmetry, but the meV values need not carry over.

The overlap of the two valley states is 6.6 × 10⁻⁶ in magnitude, and orthogonalization leaves the splitting at 0.691 meV.

That splitting, and the population ratio at 4 K drawn from it, belong to V alone. The unperturbed donor Hamiltonian also has an element between the two valleys, which was left out. Its Coulomb part, for a point charge screened by a dielectric constant of 11.7, is about 0.09 meV with the same Bloch functions. Added to Δ on its own, it would raise the splitting to about 0.86 meV, and with weaker screening near the ion it would raise it further. This term is real and local, so it changes Δ without detuning the pair.

The splitting is therefore a model number that a better central-cell potential would change. Coupling to upper valleys and relaxation of the envelope change ε and Δ, but both respect K, so by the elimination argument neither can detune the pair. A magnetic field, or spin-orbit coupling at a site of low symmetry, is not covered by that protection.
